# Muon and electron anomalies from a narrow rho resonance

**Problem.** At leading order in \(\alpha\), hadrons change the magnetic moment of a lepton by modifying the photon that the lepton emits and reabsorbs. Suppose that the only hadronic state is a rho meson of zero width, with rough mass \(M=0.78\) GeV and rough electronic width \(\Gamma_{ee}=7.0\times10^{-6}\) GeV.

(a) Find the contribution to the muon anomaly \(a_\mu=(g_\mu-2)/2\).

(b) Find the contribution to the electron anomaly. How well does multiplying the muon value by \((m_e/m_\mu)^2\) work?

(c) The rho has a total width of roughly 0.15 GeV. How much might this change the muon estimate?

**Solution.** We use \(\hbar=c=1\) and the metric \((+,-,-,-)\). Vacuum polarization is kept to first order, and the electron mass is neglected in \(\Gamma_{ee}\), which refers to decay through one virtual photon.

**1. The anomaly from a massive vector**

Let a lepton of mass \(m\) exchange with itself a vector of mass \(M\) and coupling \(g\). For \(q=p'-p\), the vertex between on-shell spinors is

\[
\Gamma^\mu=\gamma^\mu F_1(q^2)+\frac{i\sigma^{\mu\nu}q_\nu}{2m}F_2(q^2),\qquad a=F_2(0).
\]

The vector propagator is \(-i(g_{\nu\rho}-\ell_\nu\ell_\rho/M^2)/(\ell^2-M^2)\), where \(\ell=p-k\) and \(k\) is the internal lepton momentum. The \(\ell_\nu\ell_\rho\) term gives no \(F_2\). Since \(\not p\,u=mu\),

\[
\frac{1}{\not k-m}\,\not\ell\,u(p)=\frac{(\not p-m)-(\not k-m)}{\not k-m}u(p)=-u(p),
\]

and the same happens at the other end, leaving a multiple of \(\bar u\gamma^\mu u\).

With \(k'=k+q\), the vertex and propagator factors multiply to \((-i)(-ig)^2(i)^2=-ig^2\). Thus the remaining correction is

\[
\delta\Gamma^\mu=-ig^2\!\int\!\frac{d^4k}{(2\pi)^4}
\frac{\gamma^\nu(\not k'+m)\gamma^\mu(\not k+m)\gamma_\nu}
{(k^2-m^2)(k'^2-m^2)[(k-p)^2-M^2]} .
\]

*Denominator.* Use \(1/(ABC)=2\int dx\,dy\,dz\,\delta(1-x-y-z)/(xA+yB+zC)^3\), with the factors in the order shown. Completing the square with \(l=k+yq-zp\) gives \(l^2-\Delta\), where

\[
\Delta=(yq-zp)^2-yq^2-zm^2+(1-z)m^2+zM^2 .
\]

The condition \(p'^2=m^2\) implies \(2p\cdot q=-q^2\). Hence \((yq-zp)^2=(y^2+yz)q^2+z^2m^2\), and

\[
\Delta=(1-z)^2m^2+zM^2-xy\,q^2 .
\]

*Numerator.* The contraction identities for Dirac matrices give

\[
N^\mu=-2\not k\gamma^\mu\not k'+4m(k+k')^\mu-2m^2\gamma^\mu .
\]

Terms linear in \(l\) integrate to zero. The quadratic term is proportional to \(\gamma^\mu\) after \(l^\rho l^\sigma\to l^2g^{\rho\sigma}/4\). Its divergent integral needs a Lorentz-invariant regulator, but it contributes to \(F_1\) alone.

At \(l=0\), we may write \(k=zp'-(1-x)q\) and \(k'=zp+(1-y)q\). The spinor equations then turn \(\not k\gamma^\mu\not k'\) into

\[
z^2m^2\gamma^\mu+zm(1-y)\gamma^\mu\not q-zm(1-x)\not q\gamma^\mu-(1-x)(1-y)\not q\gamma^\mu\not q .
\]

Between the spinors,

\[
\gamma^\mu\not q\to2p'^\mu-2m\gamma^\mu,\quad
\not q\gamma^\mu\to2m\gamma^\mu-2p^\mu,\quad
\not q\gamma^\mu\not q\to-q^2\gamma^\mu .
\]

Let \(P=p+p'\), so that \(2p'=P+q\) and \(2p=P-q\). The coefficient of \(P^\mu\) in \(\not k\gamma^\mu\not k'\) is

\[
zm(1-y)+zm(1-x)=mz(1+z).
\]

In \(4m(k+k')^\mu\), the part \(4m(2zp^\mu)\) contributes \(4mz\,P^\mu\). The full coefficient in \(N^\mu\) is therefore

\[
-2mz(1+z)+4mz=2mz(1-z).
\]

The coefficient of \(q^\mu\) is \(2m(2-z)(x-y)\). It integrates to zero because \(\Delta\) is symmetric in \(x\) and \(y\).

*Loop integral.* The Gordon identity \(\bar uP^\mu u=\bar u(2m\gamma^\mu-i\sigma^{\mu\nu}q_\nu)u\) supplies the magnetic term. Rotating \(l^0=il_E^0\) gives

\[
\int\!\frac{d^4l}{(2\pi)^4}\frac1{(l^2-\Delta)^3}
=-\frac{i}{8\pi^2}\int_0^\infty\!\frac{l_E^3\,dl_E}{(l_E^2+\Delta)^3}
=-\frac{i}{32\pi^2\Delta}.
\]

Collecting the coefficient of \(i\sigma^{\mu\nu}q_\nu\),

\[
\frac{F_2}{2m}=(-ig^2)(2)\left(-\frac{i}{32\pi^2}\right)
\int\!dx\,dy\,dz\,\delta(1-x-y-z)\,\frac{-2mz(1-z)}{\Delta}.
\]

The prefactor is \(-g^2/(16\pi^2)\), so the two minus signs cancel. At \(q^2=0\), integration over \(x\) and \(y\) gives \(1-z\). Hence

\[
a=\frac{g^2}{4\pi^2}K(b),\qquad
K(b)=\int_0^1\!dz\,\frac{z(1-z)^2}{(1-z)^2+zb},\qquad b=\frac{M^2}{m^2}.
\]

For a massless photon, \(b=0\), \(K=1/2\) and \(g^2=4\pi\alpha\), which gives \(a=\alpha/2\pi\).

**2. The rho as a heavy photon**

Inserting a complete set of states in the photon two-point function separates the massless photon from states of invariant mass squared \(s\). Between conserved currents, and with \(e\) defined as the physical charge at \(q^2=0\), the propagator changes as

\[
\frac1{q^2}\longrightarrow\frac1{q^2}+\int ds\,\frac{\rho(s)}{q^2-s},\qquad \rho(s)\ge0 .
\]

Each interval \(ds\) thus acts as a vector of mass \(\sqrt s\) with squared coupling \(e^2\rho(s)\,ds\). A zero-width rho has \(e^2\rho(s)=g_e^2\,\delta(s-M^2)\), where \(g_e\) is its effective coupling to a charged lepton. The muon and electron have the same charge, so the same \(g_e\) applies to both.

The electronic width fixes \(g_e\). For massless electrons, the squared decay amplitude summed over all spins is

\[
S=-g_e^2\,\mathrm{Tr}(\not p_2\gamma^\mu\not p_1\gamma_\mu)
=8g_e^2\,p_1\!\cdot p_2=4g_e^2M^2 .
\]

Average over three rho polarizations, divide by \(2M\), and multiply by the two-body phase space \(1/(8\pi)\):

\[
\Gamma_{ee}=\frac{1}{2M}\,\frac{S}{3}\,\frac1{8\pi}=\frac{g_e^2M}{12\pi},
\qquad \frac{g_e^2}{4\pi}=\frac{3\Gamma_{ee}}M .
\]

Substitution in the anomaly formula yields

\[
\boxed{a=\frac{3\Gamma_{ee}}{\pi M}\,K\!\left(\frac{M^2}{m^2}\right)} .
\]

**3. Part (a): the muon**

The effective coupling is \(g_e^2/4\pi=3(7.0\times10^{-6})/0.78=2.69\times10^{-5}\), or \(3.69\times10^{-3}\) of \(\alpha\). The hadronic term is small both because this coupling is weak and because the rho is heavy compared with the muon.

With \(m_\mu=0.10566\) GeV, numerical quadrature gives \(K=5.375\times10^{-3}\). Thus

\[
a_\mu=\frac{3(7.0\times10^{-6})}{\pi(0.78)}(5.375\times10^{-3})
=(8.570\times10^{-6})(5.375\times10^{-3})=4.61\times10^{-8}.
\]

To the accuracy of the model, this is about \(5\times10^{-8}\). Further digits are kept below to compare versions of the same model.

**4. Part (b): mass dependence and the electron**

Set \(r=m^2/M^2=1/b\). Multiplying the numerator and denominator of the kernel by \(r\) gives

\[
K=r\int_0^1\!dz\,\frac{z(1-z)^2}{z+r(1-z)^2}
=\frac r3-r^2J,\qquad
J=\int_0^1\!dz\,\frac{(1-z)^4}{z+r(1-z)^2}.
\]

The second equality uses \(z/(z+A)=1-A/(z+A)\), with \(A=r(1-z)^2\), and \(\int_0^1(1-z)^2dz=1/3\).

For small \(r\), write \((1-z)^4=1+[(1-z)^4-1]\) in \(J\). In the first part the denominator can be replaced by \(z+r\), with a relative error of order \(r\), giving \(\ln[(1+r)/r]\simeq\ln(1/r)\). In the second part the numerator vanishes at \(z=0\), so the denominator can be replaced by \(z\):

\[
\int_0^1(-4+6z-4z^2+z^3)\,dz=-4+3-\frac43+\frac14=-\frac{25}{12}.
\]

Therefore

\[
K=\frac r3-r^2\left[\ln\frac1r-\frac{25}{12}\right]+O(r^3\ln r).
\]

The leading term gives \(a\simeq\Gamma_{ee}m^2/(\pi M^3)\). This is the origin of mass-squared scaling, which requires *both* leptons to be light compared with the rho.

For the muon, \(r=0.01835\). The two-term expansion gives

\[
\frac{K}{r/3}\simeq1-3(0.01835)(3.998-2.083)=0.895,
\]

whereas quadrature of the full kernel gives 0.879. The order-\(r^2\) term, logarithm and constant together, supplies 0.105 of the total reduction of 0.121; higher terms supply the rest. Using \(K=r/3\) for the muon would give \(5.24\times10^{-8}\) instead of \(4.61\times10^{-8}\).

For the electron, \(m_e=5.110\times10^{-4}\) GeV and \(r=4.292\times10^{-7}\). Quadrature gives \(K=1.4306\times10^{-7}\), within 0.002% of \(r/3\). Hence

\[
a_e=(8.570\times10^{-6})(1.4306\times10^{-7})=1.23\times10^{-12}.
\]

Pure mass-squared scaling of the muon result gives

\[
(4.606\times10^{-8})(2.339\times10^{-5})=1.08\times10^{-12},
\]

which is 12% below the electron value from its own kernel. The deficit arises because the scaled number retains the muon factor 0.879, while the corresponding electron factor is nearly one. The accurate scaling within this model is

\[
a_e=a_\mu\,\frac{K(M^2/m_e^2)}{K(M^2/m_\mu^2)} .
\]

**5. Part (c): the finite width**

To spread the resonance over \(s\), we need \(\rho(s)\) in terms of the cross section \(\sigma(s)\) for electron–positron annihilation into hadrons, with massless electrons. For a narrow vector, the flux factor \(1/(2s)\), the average of \(S\) over the four initial spin states and the one-body phase space \(2\pi\delta(s-M^2)\) give

\[
\sigma(s)=\frac1{2s}\,\frac S4\,2\pi\delta(s-M^2)
=\pi g_e^2\delta(s-M^2)
=\frac{12\pi^2\Gamma_{ee}}M\,\delta(s-M^2).
\]

A general spectrum is a sum of such vectors, so \(\sigma(s)=\pi e^2\rho(s)\), and

\[
a=\int ds\,\frac{e^2\rho(s)}{4\pi^2}K(s/m^2)
=\frac1{4\pi^3}\int ds\,\sigma(s)K(s/m^2).
\]

Now replace the delta function by a model resonance decaying to two pions:

\[
\sigma(s)=\frac{12\pi\Gamma_{ee}}M\left(\frac{M^2}{s}\right)^n
\frac{G(s)}{(s-M^2)^2+G(s)^2},
\]

\[
G(s)=M\Gamma\,\frac{s}{M^2}\left[\frac{\beta(s)}{\beta(M^2)}\right]^3,
\qquad \beta(s)=\sqrt{1-\frac{4m_\pi^2}{s}} .
\]

Here \(\Gamma=0.15\) GeV, \(m_\pi=0.14\) GeV (rough), and \(G=\sqrt s\,\Gamma(s)\). The two pions have one unit of orbital angular momentum. Their squared decay amplitude is therefore proportional to the squared pion momentum \(p_\pi^2\). Phase space adds \(p_\pi/\sqrt s\), and the decay normalization adds \(1/\sqrt s\). Thus \(G\propto p_\pi^3/\sqrt s\propto s\beta^3\).

The power \(n\) expresses an ambiguity away from the peak. The photon propagator contributes \(1/s\) to the production amplitude. If the photon–rho mixing is constant, the amplitude relative to its peak coupling has a factor \(M^2/s\), so \(n=2\). If the mixing is proportional to \(s\), this factor cancels and \(n=0\). A mixing that vanishes at \(s=0\) must be accompanied by a direct photon–pion coupling to give the pion its charge; the \(n=0\) shape leaves that term out.

Numerical quadrature from the two-pion threshold upward changes the muon value by \(+14\%\) for \(n=2\) and \(-9\%\) for \(n=0\), relative to the narrow result. Both shapes fix the peak height \(12\pi\Gamma_{ee}/(M^2\Gamma)\), not the area. For \(n=2\) the area is 0.95 of the narrow value \(12\pi^2\Gamma_{ee}/M\). For \(n=0\), \(\sigma\) falls only as \(1/s\), the area grows logarithmically with the upper limit, and cutting the integral at \(s=2\) GeV\(^2\) moves the shift to \(-12\%\); the \(n=2\) shift stays at \(+14\%\). Reducing \(\Gamma\) by a factor of 100 reduces these shifts to \(+0.14\%\) and \(-0.09\%\), as expected when the resonance approaches a delta function.

The two shapes indicate a model uncertainty of order 10%; they do not bound it. In particular, neither imposes the pion's unit charge on the form factor \(F\), defined by \(\sigma=\pi\alpha^2\beta^3|F|^2/(3s)\). With \(G=0\) below threshold, \(|F(0)|\approx1.2\) for \(n=2\) and \(F(0)=0\) for \(n=0\). This matters for the low-energy tail. Adding the direct term to the \(n=0\) case, \(F=1+cs/(M^2-s-iG)\) with \(c=1.18\) fixed by the same peak height, has \(F(0)=1\) and gives a shift of about \(+7.5\%\). The negative sign found for \(n=0\) thus depends on omitting that term.

**6. Cases compared**

| Case | Anomaly |
|---|---:|
| Muon, narrow rho | \(4.61\times10^{-8}\) |
| Muon, leading mass-squared formula | \(5.24\times10^{-8}\) |
| Muon, finite width, constant mixing | \(5.25\times10^{-8}\) |
| Muon, finite width, mixing proportional to \(s\) | \(4.18\times10^{-8}\) |
| Electron, narrow rho | \(1.23\times10^{-12}\) |
| Electron, scaled from muon by mass squared | \(1.08\times10^{-12}\) |

The near equality of the second and third rows has no common cause: one omits a finite-muon-mass correction, and the other adds a finite-width effect.

All these values omit the omega, the phi, heavier resonances, the nonresonant continuum and higher-order radiative corrections. They estimate the rho part of the leading hadronic contribution, not its complete value.

Numerical values quoted here were computed with a short program.
